# Inversion Symmetry and the Allowed Values of Formal Polarization

## 1. The symmetry argument

The formal polarization of a periodic insulator is a set of equivalent values that differ by quanta. Let $e>0$, let $\mathbf a_i$ be the lattice vectors and $\Omega$ the cell volume, and write

$$\mathbf P=\frac{e}{\Omega}\sum_{i=1}^{3}p_i\,\mathbf a_i .$$

Since $e\mathbf a_i/\Omega$ is a charge per area, the $p_i$ are dimensionless. Each $p_i$ is defined modulo 1, so the crystal determines the set $\{p_i+n\}$, with $n$ any integer. Inversion reverses a polar vector and turns this set into $\{-p_i+n\}$. If inversion returns the same crystal, the two sets coincide. Then $-p_i=p_i+n$ for some integer $n$, so

$$2p_i\in\mathbb Z,\qquad p_i\equiv 0\ \text{or}\ \tfrac12 \pmod 1 .$$

A single-valued vector would have to vanish. A set of values need only be mapped to itself, which allows the second answer.

The argument relies on three properties: $p_i$ is defined modulo 1, it does not depend on the origin, and it is odd under inversion. They are proved below for independent electrons in a periodic mean field, under these assumptions:

- the macroscopic electric field is zero and the cell is neutral;
- core charges are integers $Z_s$ in units of $e$;
- $N$ occupied bands are separated by a gap from the empty bands at every wave vector, and their total Chern numbers vanish;
- the crystal, including any magnetic order, has an inversion centre.

## 2. Definition, signs and the quantum

Reduced coordinates are defined by $\mathbf r=\sum_i x_i\mathbf a_i$ and $\mathbf k=\sum_i\kappa_i\mathbf b_i$, with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Ion $s$ sits at $\tau_{si}$. The cell-periodic functions are $u_{n\kappa}(\mathbf r)=e^{-i\mathbf k\cdot\mathbf r}\psi_{n\kappa}(\mathbf r)$, in a gauge where $\psi_{n\kappa}$ is periodic in each $\kappa_i$. Hence $u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}$. Define

$$A_i(\kappa)=i\sum_{n=1}^{N}\langle u_{n\kappa}|\partial_{\kappa_i}u_{n\kappa}\rangle,\qquad
\phi_i(\kappa_\perp)=\int_0^1A_i\,d\kappa_i,$$

$$w_i=\int\frac{\phi_i(\kappa_\perp)}{2\pi}\,d^2\kappa_\perp,\qquad
p_i=\sum_sZ_s\tau_{si}-w_i ,$$

where $\kappa_\perp$ denotes the other two components. Spin states are counted separately in $N$.

The sign follows from a state localized at $x_i=x_0$. There $u\propto e^{-2\pi i\kappa_ix_0}$, so $A_i=i(-2\pi i x_0)=2\pi x_0$ and $w_i=x_0$. Thus $w_i$ is a sum of electron positions, and the minus sign in $p_i$ is the sign of the electron charge.

**Gauge changes.** Replace $u_n$ by $\sum_mu_mU_{mn}(\kappa)$, with $U$ unitary and periodic. The product rule gives

$$A_i'=A_i+i\,\mathrm{tr}\,(U^\dagger\partial_{\kappa_i}U)=A_i+i\,\partial_{\kappa_i}\ln\det U .$$

With $\det U=e^{-i\theta}$ the extra term is $\partial_{\kappa_i}\theta$. Because $\det U$ is periodic, $\theta$ changes by $2\pi$ times an integer along a string, and so $\phi_i$ changes by $2\pi$ times an integer. If $\phi_i$ is kept continuous in $\kappa_\perp$, this integer cannot jump, and $w_i$ changes by the same integer. Relabelling an ion by a lattice vector changes $p_i$ by $Z_s$ times an integer. Therefore $p_i$ is defined modulo 1.

**Chern numbers.** Follow $\phi_i$ continuously across the zone in a transverse direction $\kappa_j$. It returns to its value plus $2\pi C$, with $C$ an integer. If the averaging window starts at $\kappa_0$ instead of 0, the average changes by

$$\int_0^{\kappa_0}\frac{\phi_i(\kappa_j+1)-\phi_i(\kappa_j)}{2\pi}\,d\kappa_j=C\kappa_0 .$$

For $C\neq0$ the result depends on an arbitrary window and the definition fails. For $C=0$ the phase has a continuous periodic branch, which is used from here on.

## 3. The origin drops out

Displace the whole crystal by $\mathbf s=\sum_is_i\mathbf a_i$. Then $\tau_{si}'=\tau_{si}+s_i$ and $\psi'_{n\kappa}(\mathbf r)=\psi_{n\kappa}(\mathbf r-\mathbf s)$, so

$$u'_{n\kappa}(\mathbf r)=e^{-i\mathbf k\cdot\mathbf s}\,u_{n\kappa}(\mathbf r-\mathbf s).$$

The prefactor contributes $i(-2\pi i s_i)=2\pi s_i$ per band, hence $w_i'=w_i+Ns_i$ and

$$p_i'=p_i+s_i\Big(\sum_sZ_s-N\Big)=p_i$$

for a neutral cell. The inversion centre may now be placed at the origin, wherever it lies. The ionic and electronic parts are not separately independent of the origin, so an implementation must use the same origin for both.

## 4. Proof for ions and electrons

**Ions.** Inversion sends ion $s$ to a site occupied by an ion $s'$ of equal charge, up to a lattice vector: $-\tau_{si}=\tau_{s'i}+n_{si}$. Let $X_i=\sum_sZ_s\tau_{si}$. Multiply by $Z_s=Z_{s'}$ and sum. Since $s\to s'$ is a permutation,

$$-X_i=X_i+\sum_sZ_sn_{si}\quad\Rightarrow\quad 2X_i=-\sum_sZ_sn_{si}\in\mathbb Z .$$

**Electrons.** The Hamiltonian commutes with $\mathbf r\to-\mathbf r$, which leaves spin unchanged. The function $\psi_{n,-\kappa}(-\mathbf r)$ therefore is an occupied state with wave vector $\kappa$. Consequently

$$\tilde u_{n\kappa}(\mathbf r)=u_{n,-\kappa}(-\mathbf r)$$

is another orthonormal basis of the occupied space at $\kappa$, again in a periodic gauge. Changing the integration variable from $\mathbf r$ to $-\mathbf r$ leaves the inner product unchanged, while the derivative with respect to $\kappa_i$ acts on the argument $-\kappa$ and gives a minus sign:

$$\tilde A_i(\kappa)=-A_i(-\kappa).$$

Integrate over one period of $\kappa_i$. Because $A_i$ is periodic, $\tilde\phi_i(\kappa_\perp)=-\phi_i(-\kappa_\perp)$. The two bases differ by a gauge change, so $\tilde\phi_i$ and $\phi_i$ differ by a multiple of $2\pi$:

$$\phi_i(\kappa_\perp)+\phi_i(-\kappa_\perp)=2\pi m_i .$$

The left side is continuous in $\kappa_\perp$, so the integer $m_i$ is the same for all strings. Average over the transverse zone. Both terms have the same average, since $\kappa_\perp\to-\kappa_\perp$ maps the zone to itself. Thus $2w_i=m_i$, and

$$2p_i=2X_i-m_i\in\mathbb Z ,$$

which proves the statement. The three components are restricted separately, so there are $2^3=8$ classes, represented by $\mathbf P=e\mathbf R/(2\Omega)$ with $\mathbf R$ a sum of distinct $\mathbf a_i$ or zero.

## 5. Single strings, and inversion combined with time reversal

Inversion alone does not quantize every string; it relates opposite strings. At a fixed point, $\kappa_\perp\equiv-\kappa_\perp$, the two phases are equal and $\phi_i=\pi m_i$. One such string is then enough to find $w_i$ modulo 1, provided the Chern numbers are known to vanish.

A second case is a crystal invariant under inversion combined with time reversal. The new basis is then $\tilde u_{n\kappa}(\mathbf r)=u^*_{n\kappa}(-\mathbf r)$, apart from a constant spin rotation that does not affect $A_i$. Normalization makes $\sum_n\langle u_n|\partial u_n\rangle=-iA_i$ imaginary, so complex conjugation gives $\tilde A_i(\kappa)=i(iA_i)=-A_i(\kappa)$ at the same $\kappa$. Hence $2\phi_i(\kappa_\perp)$ is a multiple of $2\pi$ for every string. A nonmagnetic centrosymmetric insulator has this combined symmetry. For spinless electrons, or for one spin channel of a nonmagnetic crystal without spin-orbit coupling, each string gives 0 or $\pi$. In a collinear antiferromagnet the combined symmetry can exchange the two spin channels; a single channel is then not restricted by it. When both spins are counted, the symmetry pairs the occupied states at each $\kappa$ with opposite contributions to $A_i$, so the total phase of every string is 0 modulo $2\pi$.

## 6. Evaluation on a mesh

With spacing $d=1/n_k$, compute the string phase as

$$\phi_i=-\arg\prod_{j=0}^{n_k-1}\det M^{(j)},\qquad M^{(j)}_{nm}=\langle u_{n,jd}|u_{m,(j+1)d}\rangle ,$$

and close the string with $u_{\kappa_i=1}=e^{-i\mathbf b_i\cdot\mathbf r}u_{\kappa_i=0}$. Seen from its midpoint, a link is complex conjugated when $d$ changes sign, up to gauge factors that cancel in the product. Its phase is therefore odd in $d$, and its contribution to $\phi_i$, including the minus sign above, is $A_id+O(d^3)$. Summing $1/d$ links leaves an error $O(d^2)$ in general.

With inversion and a mesh closed under $\kappa\to-\kappa$, this error does not spoil the quantization. Inversion maps a link to the reversed link at the opposite wave vector, whose determinant is the complex conjugate. The relation between opposite strings then holds on the mesh itself, and the result is 0 or $1/2$ up to rounding. The mesh must still be fine enough to follow the branch and select the right class.

The branch needs care in the average. Suppose two opposite strings have phases $\pi-\delta$ and $\pi+\delta$, with mean $\pi$. Reduced separately to the interval from $-\pi$ to $\pi$, they become $\pi-\delta$ and $-\pi+\delta$, with mean 0. If the mesh consists only of such pairs, the class $1/2$ is then reported as 0. Strings at fixed points, with phase exactly $\pi$, are reduced to $+\pi$ or $-\pi$ and can leave an average that is neither 0 nor $1/2$. The remedy is to reduce each phase relative to a neighbouring string before averaging.

The proof was tested on a three-orbital model of spinless electrons with two occupied bands on a $12\times12\times12$ mesh. Orbitals at $\pm\boldsymbol\tau$ carry core charge 1 each, and an uncharged site at the origin holds an odd orbital. A strong bond joins the orbital at $\boldsymbol\tau$ to the one at $\mathbf R-\boldsymbol\tau$, so the bond centre is $\mathbf R/2$. The ionic sum is zero and the expected value is $p_i\equiv-R_i/2$. Random complex hoppings that respect inversion break time reversal.

All eight choices of $\mathbf R$ gave the expected class, with errors at rounding level. Single strings deviated from the first one by up to 0.075 in $\phi/2\pi$, while their averages remained quantized. Displacing the whole crystal by $(0.17,0.29,0.41)$ relative to the origin (the vector labelled origin shift in the numerical output) changed $w$ modulo 1 by $(0.34,0.58,0.82)$, which is $N=2$ times the displacement, and left $p$ unchanged. Site energies of $\pm0.4$ bond hoppings on the paired orbitals removed inversion and gave $p\approx(0.35,0.08,0.03)$ modulo 1 for the bond along the first axis.

## 7. What a value of one-half means

A half quantum in a centrosymmetric crystal is neither a switchable dipole nor a vector that points somewhere, since $+1/2$ and $-1/2$ are the same value. Its physical content is at the ends of a sample. Assemble a long chain of length $La$ from neutral cells whose cores and localized electrons have dipole $ea\,p$ each. The total dipole grows as $Lea\,p$. End charges $\pm Q$ at separation $La$ give growth $QLa$, so $Q=ep$. Electrons added or removed in localized end states change $Q$ by integers times $e$.

Open chains provide a check by direct diagonalization. Each cell has a site of energy $+1$ with core charge 1 at $x=0$, and a site of energy $-1$ at $x=1/2$; there is one spinless electron per cell. With both hoppings equal to $-0.6$, every site is an inversion centre of the bulk. The dipole grows by $-0.50000\,ea$ between 40 and 41 cells, and the Berry phase gives $0.50000$ modulo 1. With hoppings $-0.8$ and $-0.4$ there is no inversion centre. The growth is $-0.46004$ and the Berry phase gives $0.53996$, which is the same value modulo 1.

A consequence follows for a chain whose ends are also related by inversion. Its two end charges are equal, and neutrality makes them zero. This is incompatible with $p\equiv1/2$ if the whole chain, ends included, is insulating. A chain with $p\equiv1/2$ must therefore be charged, or have partly filled end states, or hold a carrier in an extended bulk band state, or have ends that break inversion.

## 8. Spin pairs and the doubled quantum

If electrons are spin-paired without spin-orbit coupling, both spins have the same $w_i^\uparrow$, and $w_i=2w_i^\uparrow$ is an integer defined modulo 2. The class modulo 1 is then fixed by the ions. With the inversion centre at the origin, a pair at $\pm\boldsymbol\tau$ contributes an integer. An ion on an inversion-fixed site has $\tau_{si}\equiv0$ or $1/2$. Therefore

$$p_i\equiv\frac12\sum_{s\ \text{fixed},\ \tau_{si}\equiv1/2}Z_s\pmod 1 .$$

Removing electron pairs from $Z_s$ does not change the right side modulo 1, so net charges of closed-shell ions may be used. In a cubic perovskite with net charges $Z_A$, $Z_B$ and $-2$ for oxygen, the plane $z=1/2$ contains B and two oxygens. The sum gives $p_z\equiv Z_B/2-2$. It is $1/2$ for $(Z_A,Z_B)=(1,5)$ and $(3,3)$, and 0 for $(2,4)$. These net charges are the ones labelled core charges in the perovskite lines of the numerical output.

If all core charges are even, every freedom in $p_i$ is a multiple of 2. The quantum may then be taken as $2e\mathbf a_i/\Omega$, and the ionic sum above is an integer. Hence $p_i\equiv0$ or 1 modulo 2, again zero or one-half of the quantum in use. Hafnia belongs to this group.

The class also depends on the cell used to report it. Doubling the cell along $\mathbf a_1$ keeps $p_1$, because $\mathbf a_1/\Omega$ is unchanged. It doubles $p_2$ and $p_3$, because $\Omega$ doubles while $\mathbf a_2$ and $\mathbf a_3$ stay fixed. A transverse value $1/2$ becomes 1, which is equivalent to 0. Classes should be compared in the same cell.

## 9. Worked example: an idealized hafnia cell

Take a 12-atom fluorite-type cell with rough edges $a=0.52$, $b=0.50$ and $c=0.50$ nm, and net charges $+4$ and $-2$. The four hafnium ions have $z=0,0,\tfrac12,\tfrac12$; four oxygens have $z=\tfrac14$ and four have $z=\tfrac34$. The four oxygens in the layer $x=1/4$ are shifted by a fraction $u$ of the polar edge $c$. The ionic sum is

$$p_z=4(1)-2\left(4\cdot\tfrac14+4\cdot\tfrac34\right)-2\cdot4u=-4-8u .$$

An exact search over $u$ from 0 to 0.5 in steps of $1/80$ finds inversion centres at $u=0$, $0.25$ and $0.5$. There $p_z=-4$, $-6$ and $-8$, all equivalent to 0 modulo 2. At $u=0.125$ and $0.375$ the values are $-5$ and $-7$, equivalent to 1, with $p_x$ and $p_y$ also integers, yet there is no inversion centre. The converse of the theorem is therefore false: a symmetric value of $\mathbf P$ does not establish inversion symmetry.

The quantum along the polar axis is

$$\frac{ec}{\Omega}=\frac{e}{ab}=61.6\ \mu\text{C/cm}^2,\qquad \frac{2ec}{\Omega}=123.2\ \mu\text{C/cm}^2 .$$

For the polar state take $u=0.10$, an oxygen shift of 0.050 nm. Relative to the two centrosymmetric references,

$$\Delta p_z=-8(0.10-0)=-0.80,\qquad \Delta p_z=-8(0.10-0.25)=+1.20,$$

which correspond to $-49.3$ and $+73.9\ \mu\text{C/cm}^2$. They describe the same crystal, have opposite signs, and differ by one doubled quantum. The theorem requires this form: both references have symmetric values, so changing the reference can add only whole quanta or half quanta, and here it adds one whole quantum of the 12-atom cell. That cell is not primitive for the model, because the translation $(0,\tfrac12,\tfrac12)$ survives at every $u$. In the 6-atom cell with vectors $\mathbf a$, $(\mathbf b+\mathbf c)/2$ and $(\mathbf c-\mathbf b)/2$, the references $u=0$ and $u=0.25$ have reduced values $(0,0,0)$ and $(0,1,1)$ modulo 2. They belong to different classes there, and the same difference $2ec/\Omega$ is one-half of a doubled quantum. The real polar phase has no such centring, so its 12-atom cell is primitive.

The path decides which number enters a switching charge. The reversed state is reached either through $u=0$, at $u=-0.10$, or through $u=0.25$, at $u=0.40$. These end points are the same crystal, because a shift of $c/2$ maps the oxygen layer to itself. The switched charge per area is $2\times49.3\approx99$ on the first path and $2\times73.9\approx148\ \mu\text{C/cm}^2$ on the second, with opposite signs. Both statements assume that the gap stays open along the path. The rigid shift is also an idealization: it shortens the closest Hf–O distance from 0.219 nm at $u=0$ to 0.180 nm at $u=0.25$, so in a real crystal the other ions would have to relax along the second path.

## 10. Relation to real capacitors

The edges and the oxygen shift are of the size found in the polar orthorhombic phase of hafnia, but the real structure has further displacements and the electrons do not follow the ions rigidly. In the real structure the two kinds of oxygen layer alternate along a short edge, not the long one; this leaves the area $ab$ and the quantum unchanged. With a rough dynamical oxygen charge of $-2.5e$ between $u=0$ and $0.10$, the magnitude relative to $u=0$ rises by $12.3$ to $61.6\ \mu\text{C/cm}^2$. If the closed-shell ions keep their electrons along the path, the difference between the references remains one doubled quantum, so the other value falls from $73.9$ to $61.6\ \mu\text{C/cm}^2$. A dynamical charge measured at one geometry must not be applied to the whole path. Remanent values in polycrystalline films are typically a few tens of $\mu\text{C/cm}^2$ at most; grain orientation and non-polar phases reduce them, and neither is in the model.

A working capacitor also breaks the zero-field assumption. At 3 MV/cm and a rough relative permittivity of 30, the induced polarization $\varepsilon_0(\varepsilon_r-1)E$ is $7.7\ \mu\text{C/cm}^2$, about 6% of the doubled quantum. The field removes inversion, so this part is not quantized. A tensile strain of 1% along both $a$ and $b$ lowers the doubled quantum by $2.4\ \mu\text{C/cm}^2$, or 2%, but leaves the classes of centrosymmetric references unchanged. Oxygen vacancies break periodicity: $10^{20}\ \text{cm}^{-3}$ with charge $+2e$, all hopping 0.25 nm one way, would add $0.80\ \mu\text{C/cm}^2$.

The insulating assumption is sound for the ideal bulk. With a gap of 5.5 eV at 400 K, the intrinsic carrier density estimated with free-electron masses is of order $10^{-15}\ \text{cm}^{-3}$. If 3 MV/cm is the total internal field, the potential-energy drop across a 10 nm film is 3.0 eV, less than the gap, so the field does not align valence and conduction states within the film. This requires the electrodes to screen most of the polarization: an unscreened $49.3\ \mu\text{C/cm}^2$ would give $P/(\varepsilon_0\varepsilon_r)=18.6$ MV/cm, and 30% of that already makes the drop equal to the gap. The drop of 3.0 eV also exceeds an electrode barrier of about 2 eV, which then thins to 6.7 nm. These estimates do not cover leakage through defects or electrodes, which can alter a measured switching charge without altering the theorem.

## Numbers as computed

```
Band model: bond cell -> p modulo 1 (dimensionless)
  (0, 0, 0) -> 0.0 0.0 0.0
  (0, 0, 1) -> 0.0 0.0 0.5
  (0, 1, 0) -> 0.0 0.5 0.0
  (0, 1, 1) -> 0.0 0.5 0.5
  (1, 0, 0) -> 0.5 0.0 0.0
  (1, 0, 1) -> 0.5 0.0 0.5
  (1, 1, 0) -> 0.5 0.5 0.0
  (1, 1, 1) -> 0.5 0.5 0.5
largest error of p from predicted class: 6.2e-18
largest error of string antisymmetry / 2pi: 3.3e-16
smallest band gap: 0.76 hopping units
largest single-string deviation / 2pi: 0.0747
origin shift (reduced): [0.17 0.29 0.41]
change of w modulo 1: [0.34 0.58 0.82]
change of p modulo 1: 2.2e-16
inversion broken, site energies +-0.4: p modulo 1 = [0.3506 0.0813 0.0307]
Open chain, site energies +-1.0: dipole growth per cell / (e a)
  equal hops -0.6, -0.6: open -0.50000, Berry (mod 1) 0.50000
  unequal hops -0.8, -0.4: open -0.46004, Berry (mod 1) 0.53996
Hafnia shifts u with an inversion centre: [0.0, 0.25, 0.5]
Hafnia shifts u with p = 0 or 1 modulo 2: [0.0, 0.125, 0.25, 0.375, 0.5]
Cubic perovskites, core charges A, B -> p_z modulo 1
  1, 5 -> 0.5
  2, 4 -> 0.0
  3, 3 -> 0.5
cell edges: 0.52, 0.50, 0.50 nm; volume 0.130 nm3
quantum e c/Omega: 61.6 uC/cm2; doubled: 123.2 uC/cm2
polar shift: u = 0.10, 0.050 nm
p_z from reference u=0: -0.80; from u=0.25: 1.20
P from reference u=0: -49.3 uC/cm2
P from reference u=0.25: 73.9 uC/cm2
inputs: field 3.0 MV/cm, permittivity 30, film 10 nm
inputs: gap 5.5 eV, 400 K, oxygen dynamical charge -2.5 e
inputs: vacancies 1e+20 cm-3, charge +2 e, hop 0.25 nm
field-induced polarization: 7.7 uC/cm2
change of |P| (u=0 reference) from dynamical charge: 12.3 uC/cm2
doubled-quantum decrease at 1% biaxial strain: 2.4 uC/cm2
all vacancies hopping one way: 0.80 uC/cm2
intrinsic carriers (free-electron masses): 8.7e-16 cm-3
potential-energy drop across film: 3.0 eV
```
